# Decomposing the $N$-electron space under orbital and spin rotations, part 1

(Sections cited here and not found follow in the second part.)

## 1. What symmetry requires

One electron in $n$ orthonormal orbitals has the state space $\mathbb C^n\otimes\mathbb C^2$. Unitary mixing of the orbitals, the group $U(n)$, acts on the first factor. Spin rotation, the group $SU(2)$, acts on the second. The two actions commute, so the $N$-electron space $\mathcal H_N$, the antisymmetric part of the $N$-fold product, splits into pieces of the form (orbital representation) $\otimes$ (spin multiplet). An exchange of two electrons exchanges their orbital labels and their spin labels together and must give a factor $-1$. Electrons that are symmetric in spin are therefore antisymmetric in their orbitals, and the reverse. A spin label has two values, so at most two spins can be antisymmetrized, and the pattern of spin symmetry has at most two rows. For total spin $S$ their lengths add to $N$ and differ by $2S$, which makes them $N/2+S$ and $N/2-S$. The orbital pattern is the same with rows and columns exchanged: two columns of lengths $N/2+S$ and $N/2-S$, neither longer than $n$, because at most $n$ orbitals can be antisymmetrized. Such a diagram has $a$ rows of two boxes, $b$ rows of one box and $c$ empty rows. The three numbers $(a,b,c)$ match the three data $(n,N,S)$, so no freedom is left:

$$a=\tfrac N2-S,\qquad b=2S,\qquad c=n-a-b .$$

This argument fixes the form of the answer. It does not prove irreducibility or multiplicity one, and nothing below depends on it. The exact statement needs two restrictions: $N$ is fixed, and $S$ lies in a range.

**Theorem.** Let $0\le N\le 2n$. A spin $S$ occurs in $\mathcal H_N$ if and only if $2S\equiv N \pmod 2$ and $0\le 2S\le\min(N,2n-N)$. With $\lambda(S)=(2^a1^b0^c)$, the list of $a$ twos, $b$ ones and $c$ zeros,

$$\mathcal H_N=\bigoplus_S V_{\lambda(S)}\otimes D^S ,\tag{1}$$

where each term occurs once, $D^S$ is the spin multiplet of dimension $2S+1$, and $V_\lambda$ is the irreducible representation of $U(n)$ with highest weight $\lambda$. The configuration state functions (CSFs) of fixed $N,S,M$ form a basis of one copy of $V_{\lambda(S)}$.

On the whole Fock space a given $S$ meets one diagram for each allowed $N$, so the pairing is one to one only at fixed $N$.

## 2. Generators

The orbitals $i=1,\dots,n$ are orthonormal and are the same for both spins $\sigma\in\{\alpha,\beta\}$. A composite index $p=(i\sigma)$ is used where convenient, with $\{a_p,a_q^\dagger\}=\delta_{pq}$ and all other anticommutators zero. Spin is measured in units of $\hbar$ and energy in hartree. The determinants with $N$ occupied spin orbitals form an orthonormal basis of $\mathcal H_N$, so $\dim\mathcal H_N=\binom{2n}{N}$. Define

$$E_{ij}=\sum_\sigma a^\dagger_{i\sigma}a_{j\sigma},\qquad F_{\sigma\tau}=\sum_i a^\dagger_{i\sigma}a_{i\tau},\qquad \hat N=\sum_iE_{ii}=F_{\alpha\alpha}+F_{\beta\beta}.$$

Then $E_{ij}^\dagger=E_{ji}$. The identity $[AB,C]=A\{B,C\}-\{A,C\}B$ gives $[a_p^\dagger a_q,a_r^\dagger]=\delta_{qr}a_p^\dagger$ and $[a_p^\dagger a_q,a_s]=-\delta_{ps}a_q$, and $[X,BC]=[X,B]C+B[X,C]$ then gives

$$[a_p^\dagger a_q,a_r^\dagger a_s]=\delta_{qr}\,a_p^\dagger a_s-\delta_{ps}\,a_r^\dagger a_q .\tag{2}$$

In $[E_{ij},E_{kl}]$ each Kronecker delta of (2) forces the two spin sums together, which leaves

$$[E_{ij},E_{kl}]=\delta_{jk}E_{il}-\delta_{il}E_{kj}.\tag{3}$$

For the mixed commutator, (2) gives

$$[E_{ij},F_{\sigma\tau}]=\sum_{\rho,k}\left(\delta_{jk}\delta_{\rho\sigma}\,a^\dagger_{i\rho}a_{k\tau}-\delta_{ik}\delta_{\rho\tau}\,a^\dagger_{k\sigma}a_{j\rho}\right)=a^\dagger_{i\sigma}a_{j\tau}-a^\dagger_{i\sigma}a_{j\tau}=0 .\tag{4}$$

The spin operators are $S_+=F_{\alpha\beta}$, $S_-=F_{\beta\alpha}$ and $S_z=\tfrac12(F_{\alpha\alpha}-F_{\beta\beta})$. Equation (2) gives $[S_+,S_-]=2S_z$ and $[S_z,S_\pm]=\pm S_\pm$, the angular momentum algebra, with $S^2=S_z^2+\tfrac12(S_+S_-+S_-S_+)$. One consequence is used repeatedly. Since $S_\mp S_\pm=S^2-S_z^2\mp S_z$, a vector $v$ with quantum numbers $S,M$ has

$$\|S_\pm v\|^2=\left[S(S+1)-M(M\pm1)\right]\|v\|^2=(S\mp M)(S\pm M+1)\|v\|^2 .\tag{5}$$

Let $\mathcal H_{N,S,M}$ be the common eigenspace of $\hat N$, $S^2$ and $S_z$. By (4) every $E_{ij}$ maps it into itself.

The $E_{ij}$ generate the orbital rotations. For an anti-Hermitian matrix $\kappa$ let $\hat\kappa=\sum_{ij}\kappa_{ij}E_{ij}$ and $W(t)=e^{t\hat\kappa}$. From $[E_{ij},a^\dagger_{k\sigma}]=\delta_{jk}a^\dagger_{i\sigma}$ follows $[\hat\kappa,a^\dagger_{k\sigma}]=\sum_i a^\dagger_{i\sigma}\kappa_{ik}$. The operators $A_k(t)=W a^\dagger_{k\sigma}W^{-1}$ therefore obey $\dot A_k=\sum_iA_i\kappa_{ik}$, a linear equation whose solution at $t=1$ is

$$W a^\dagger_{k\sigma}W^\dagger=\sum_i a^\dagger_{i\sigma}U_{ik},\qquad U=e^{\kappa}.\tag{6}$$

Because $W$ leaves the vacuum unchanged, (6) fixes its action on every determinant in terms of $U$ alone. Every unitary matrix is of this form: if $U=Q\,\mathrm{diag}(e^{i\theta_k})Q^\dagger$, then $\kappa=Q\,\mathrm{diag}(i\theta_k)Q^\dagger$. A subspace invariant under all $E_{ij}$ is invariant under the power series $W$. Conversely, a subspace invariant under all $W(t)$ is invariant under the derivative $\hat\kappa$ at $t=0$, in particular under $E_{ij}-E_{ji}$ and $i(E_{ij}+E_{ji})$, and hence under $E_{ij}=\tfrac12(E_{ij}-E_{ji})-\tfrac i2\,i(E_{ij}+E_{ji})$. The group and the generators have the same invariant subspaces, and the proof can work with the generators.

## 3. Highest-weight vectors and their shape

Two facts about an invariant subspace $Y\subseteq\mathcal H_N$ are needed.

First, its orthogonal complement is invariant. If $u\perp Y$ and $y\in Y$, then $\langle E_{ij}u|y\rangle=\langle u|E_{ji}y\rangle=0$, because $E_{ji}y\in Y$.

Second, a nonzero $Y$ contains a highest-weight vector. The occupation operators $E_{kk}$ are Hermitian, commute with each other by (3) and map $Y$ into itself, so $Y$ has a basis of common eigenvectors. Such a vector is a weight vector, and its list of eigenvalues $\mu=(\mu_1,\dots,\mu_n)$ is its weight. Since $E_{kk}=a^\dagger_{k\alpha}a_{k\alpha}+a^\dagger_{k\beta}a_{k\beta}$, each $\mu_k$ is 0, 1 or 2. A weight is what configuration interaction calls a configuration, a list of orbital occupations without spin information. Equation (3) gives $[E_{kk},E_{ij}]=(\delta_{ki}-\delta_{kj})E_{ij}$, so $E_{ij}$ raises $\mu_i$ by one and lowers $\mu_j$ by one. The height $h(\mu)=\sum_k(n-k)\mu_k$ then changes by $(n-i)-(n-j)=j-i$. This is positive for $i<j$, and those $E_{ij}$ are called raising; those with $i>j$ are lowering. Among the finitely many weights in $Y$ take one of greatest height, and a vector $v\ne0$ with that weight. For $i<j$ the vector $E_{ij}v$ lies in $Y$ and would have greater height, so it vanishes. A nonzero weight vector with

$$E_{ij}v=0\quad\text{for all }i<j\tag{7}$$

is a highest-weight vector, and its weight is written $\lambda$.

The weight $\lambda$ cannot increase along the list. With $E_{i+1,i}^\dagger=E_{i,i+1}$, the commutator $[E_{i,i+1},E_{i+1,i}]=E_{ii}-E_{i+1,i+1}$ from (3), and $E_{i,i+1}v=0$,

$$0\le\|E_{i+1,i}v\|^2=\langle v|E_{i,i+1}E_{i+1,i}|v\rangle=\langle v|[E_{i,i+1},E_{i+1,i}]|v\rangle=(\lambda_i-\lambda_{i+1})\|v\|^2 .$$

A non-increasing list of entries 2, 1, 0 is $\lambda=(2^a1^b0^c)$ with $a+b+c=n$ and $2a+b=N$. Drawn with $\lambda_i$ boxes in row $i$, it is a Young diagram with columns of lengths $a+b$ and $a$. The limit of two columns is the Pauli limit of two electrons per orbital. At fixed $n$ and $N$ the single integer $b$ fixes the diagram through $a=(N-b)/2$ and $c=n-(N+b)/2$. Integer $a$ requires $b\equiv N\pmod 2$, the condition $a\ge0$ gives $b\le N$, and $c\ge0$ gives $b\le 2n-N$.

## 4. The Casimir operator measures the spin

Let $C=\sum_{ij}E_{ij}E_{ji}$ and $T=\sum_{ij\sigma\tau}a^\dagger_{i\sigma}a^\dagger_{j\tau}a_{j\sigma}a_{i\tau}$. Moving the inner annihilator to the right with $a_{j\sigma}a^\dagger_{j\tau}=\delta_{\sigma\tau}-a^\dagger_{j\tau}a_{j\sigma}$ gives

$$C=\sum_{ij\sigma\tau}a^\dagger_{i\sigma}\left(\delta_{\sigma\tau}-a^\dagger_{j\tau}a_{j\sigma}\right)a_{i\tau}=n\hat N-T ,$$

where the factor $n$ comes from the free sum over $j$. The same step on the spin generators uses $a_{i\tau}a^\dagger_{j\tau}=\delta_{ij}-a^\dagger_{j\tau}a_{i\tau}$:

$$\sum_{\sigma\tau}F_{\sigma\tau}F_{\tau\sigma}=\sum_{ij\sigma\tau}a^\dagger_{i\sigma}\left(\delta_{ij}-a^\dagger_{j\tau}a_{i\tau}\right)a_{j\sigma}=2\hat N+T .$$

The factor 2 comes from the free sum over $\tau$. The sign of $T$ is reversed because $a_{i\tau}a_{j\sigma}=-a_{j\sigma}a_{i\tau}$ must be used to reach the order in $T$. This sign is where Fermi statistics enters. Adding the two lines removes $T$:

$$C+\sum_{\sigma\tau}F_{\sigma\tau}F_{\tau\sigma}=(n+2)\hat N .$$

With $F_{\alpha\alpha}=\hat N/2+S_z$ and $F_{\beta\beta}=\hat N/2-S_z$, the two diagonal terms add to $\hat N^2/2+2S_z^2$. The two off-diagonal terms are $S_+S_-+S_-S_+=2(S^2-S_z^2)$. The sum is $\hat N^2/2+2S^2$, and so

$$S^2=-\tfrac12C+\tfrac12(n+2)\hat N-\tfrac14\hat N^2 .\tag{8}$$

The total spin is a polynomial in the orbital generators. For one electron, $T=0$ and $C=n$, and (8) gives $-n/2+(n+2)/2-1/4=3/4$, as it should. Since $S^2$ and $\hat N$ commute with all $E_{ij}$, so does $C$.

On a highest-weight vector $C$ can be evaluated from the weight. Split the sum into $i=j$, $i<j$ and $i>j$. A term with $i>j$ has the raising operator $E_{ji}$ on the right and vanishes by (7). In a term with $i<j$, $E_{ij}E_{ji}v=[E_{ij},E_{ji}]v+E_{ji}E_{ij}v=(\lambda_i-\lambda_j)v$. In $\sum_{i<j}(\lambda_i-\lambda_j)$ the entry $\lambda_i$ occurs $n-i$ times with a plus sign and $i-1$ times with a minus sign. Hence

$$Cv=\sum_i\lambda_i\,(\lambda_i+n+1-2i)\,v .$$

For $\lambda=(2^a1^b0^c)$ the rows of length two contribute $\sum_{i=1}^a2(n+3-2i)=2a(n+3)-2a(a+1)=2a(n+2-a)$. The rows of length one contribute $\sum_{i=a+1}^{a+b}(n+2-2i)=b(n+2)-b(2a+b+1)$, because $2\sum_{i=a+1}^{a+b}i=b(2a+b+1)$. Thus

$$C_\lambda=2a(n+2-a)+b(n+1-2a-b).\tag{9}$$

Insert (9) and $N=2a+b$ in (8), term by term:

$$-\tfrac12C_\lambda=-a(n+2)+a^2-\tfrac12b(n+1)+ab+\tfrac12b^2,$$

$$\tfrac12(n+2)N=a(n+2)+\tfrac12b(n+2),\qquad -\tfrac14N^2=-a^2-ab-\tfrac14b^2 .$$

The terms $a(n+2)$, $a^2$ and $ab$ cancel. The terms linear in $b$ leave $\tfrac12b$, and the quadratic ones leave $\tfrac14b^2$:

$$S^2v=\tfrac b2\left(\tfrac b2+1\right)v .\tag{10}$$

The function $x(x+1)$ increases strictly for $x\ge0$, so a highest-weight vector of weight $(2^a1^b0^c)$ has spin $S=b/2$ and no other. If $\mathcal H_{N,S,M}$ is nonzero, it is an invariant subspace and holds a highest-weight vector, whose $b$ must equal $2S$. The range of $b$ found in Section 3 then gives the "only if" part of the theorem, and the weight is $\lambda(S)$.

The mechanism behind (10) can be seen pair by pair. For $i\ne j$ let $f^i_{\sigma\tau}=a^\dagger_{i\sigma}a_{i\tau}$, $n_i=E_{ii}$, and let $\mathbf s_i$ be the spin operator of orbital $i$. Then

$$E_{ji}E_{ij}=\sum_{\sigma\tau}a^\dagger_{j\sigma}\left(\delta_{\sigma\tau}-a^\dagger_{i\tau}a_{i\sigma}\right)a_{j\tau}=n_j-\sum_{\sigma\tau}f^j_{\sigma\tau}f^i_{\tau\sigma},$$

where $a_{j\tau}$ passes the pair $a^\dagger_{i\tau}a_{i\sigma}$ without a sign. With $f_{\alpha\alpha}=n/2+s_z$ and $f_{\beta\beta}=n/2-s_z$ the last sum is $n_in_j/2+2s_{iz}s_{jz}+s_{j+}s_{i-}+s_{j-}s_{i+}=n_in_j/2+2\,\mathbf s_i\cdot\mathbf s_j$. When both orbitals are singly occupied,

$$E_{ji}E_{ij}=\tfrac12-2\,\mathbf s_i\cdot\mathbf s_j .$$

The right side is 0 on a triplet pair, where $\mathbf s_i\cdot\mathbf s_j=\tfrac14$, and 2 on a singlet pair, where it is $-\tfrac34$. Since $\|E_{ij}v\|^2=\langle v|E_{ji}E_{ij}|v\rangle$, condition (7) implies that no pair of open shells has a singlet component. The converse fails, because (7) also concerns empty and doubly occupied orbitals: a triplet pair in orbitals 2 and 3 with orbital 1 empty has no singlet component, yet $E_{12}$ does not annihilate it. An electron can drop from the half-filled orbital $j$ into the half-filled orbital $i$ only if the pair has singlet character.

## 5. One highest-weight vector for each $S$ and $M$

Fix an allowed $S$ and its $(a,b,c)$. Consider the determinant

$$\Phi_S=\prod_{i=1}^{a+b}a^\dagger_{i\alpha}\prod_{i=1}^{a}a^\dagger_{i\beta}\,|0\rangle .$$

Its weight is $\lambda(S)$ and $M=b/2=S$. The $\alpha$ electrons fill orbitals $1$ to $a+b$ and the $\beta$ electrons fill orbitals $1$ to $a$: the two columns of the diagram are the two spin strings.

Existence. The term $a^\dagger_{i\sigma}a_{j\sigma}\Phi_S$ is nonzero only if $j\sigma$ is occupied and $i\sigma$ is empty. Each spin string fills its lowest orbitals without gaps, so for $i<j$ an occupied $j\sigma$ implies an occupied $i\sigma$. Every raising operator annihilates $\Phi_S$. It is a highest-weight vector, and by (10) it has spin $S$. This proves the "if" part of the theorem. The vectors $S_-^{\,m}\Phi_S$ for $m=0,\dots,2S$ are nonzero by (5), and by (4) they have the same weight and satisfy (7). So $\mathcal H_{N,S,M}$ holds a highest-weight vector for every $M$ from $-S$ to $S$.

Uniqueness. Let $v\in\mathcal H_{N,S,M}$ be a highest-weight vector. Its weight is $\lambda(S)$ by Section 4. The vector $S_+^{\,S-M}v$ has the same weight and has $S_z=b/2$. The vectors of weight $\lambda(S)$ are spanned by the $2^b$ determinants that differ in the spins of the $b$ open shells, and only the one with all $b$ spins $\alpha$ has $S_z=b/2$. Therefore $S_+^{\,S-M}v\propto\Phi_S$. By (5), $S_+$ annihilates no nonzero vector of $\mathcal H_{N,S,M'}$ with $M'<S$, so $S_+^{\,S-M}$ is one to one on $\mathcal H_{N,S,M}$, and $v$ is fixed up to a factor.

## 6. Irreducibility and the product structure

Suppose $Y$ is an invariant subspace of $\mathcal H_{N,S,M}$, neither zero nor the whole space. Its orthogonal complement within $\mathcal H_{N,S,M}$ is invariant and nonzero. By Section 3 both hold a highest-weight vector, and these two vectors are orthogonal, against Section 5. Hence $\mathcal H_{N,S,M}$ is irreducible under $U(n)$.

The spaces of different $M$ carry identical matrices. Define $L_M=S_-/\sqrt{(S+M)(S-M+1)}$ from $\mathcal H_{N,S,M}$ to $\mathcal H_{N,S,M-1}$ for $M>-S$. It preserves scalar products, because $S_+S_-$ is the number $(S+M)(S-M+1)$ on $\mathcal H_{N,S,M}$. It is onto, because $S_+$ maps one to one in the opposite direction, so the two dimensions are equal. It commutes with all $E_{ij}$ by (4). Take an orthonormal basis $|x;S,S\rangle$ of $\mathcal H_{N,S,S}$ and define $|x;S,M-1\rangle=L_M|x;S,M\rangle$. Then

$$E_{ij}|x;S,M\rangle=\sum_y|y;S,M\rangle\,\Gamma^{S}_{yx}(ij),$$

with $\Gamma^S$ independent of $M$, while $S_\pm$ and $S_z$ change only $M$, with coefficients independent of $x$. This is the meaning of $V_{\lambda(S)}\otimes D^S$. Since $\mathcal H_N$ is the direct sum of the eigenspaces $\mathcal H_{N,S,M}$, equation (1) follows. Each term is irreducible under the product group: a nonzero subspace invariant under both sets of generators contains an eigenvector of $S_z$, hence by irreducibility a whole $\mathcal H_{N,S,M}$, and by (5) all other $M$. Different terms carry inequivalent orbital representations, since (8) gives them different values $C=(n+2)N-N^2/2-2S(S+1)$, and equivalent representations share the value of any polynomial in the generators that acts as a number.

The name $V_\lambda$ is justified because a highest weight determines an irreducible representation up to equivalence. Let $v$ satisfy (7) in any representation, and let $Z$ be the span of $v$ and of all products $L_1\cdots L_mv$ of lowering operators. $Z$ is invariant, by induction on $m$. For $m=0$ a generator $X$ gives zero, a multiple of $v$, or a lowering operator on $v$. For $m>0$, write $XL_1L_2\cdots v=L_1(XL_2\cdots v)+[X,L_1]L_2\cdots v$; by (3) the commutator is a combination of generators, so both terms lie in $Z$ by the hypothesis for $m-1$. Lowering reduces the height, so the weight $\lambda$ occurs in $Z$ only as multiples of $v$. Now let $V$ and $V'$ be irreducible with highest-weight vectors $u,u'$ of the same weight, and build $Z$ in $V\oplus V'$ from $v=(u,u')$. The projection of $Z$ on $V$ commutes with the generators. Its image is invariant and nonzero, hence all of $V$. Its kernel is an invariant subspace of $V'$, hence zero or $V'$. The second case would put $(0,u')$ in $Z$, a vector of weight $\lambda$ that is not a multiple of $v$. So $Z\cong V$, and in the same way $Z\cong V'$.

A useful numerical check of the whole of (1) is the commutant, the set of operators $X$ on $\mathcal H_N$ that commute with all $E_{ij}$. Such an $X$ preserves weights and condition (7), so it maps the $(2S+1)$-dimensional space of highest-weight vectors of weight $\lambda(S)$ into itself. This action determines $X$, since by irreducibility every vector of $\mathcal H_{N,S,M}$ is a combination of generator products on its highest-weight vector. Conversely any matrix acting on the index $M$ alone, within one $S$, commutes with the $E_{ij}$. The commutant has dimension $\sum_S(2S+1)^2$, and the vectors annihilated by all raising operators span a space of dimension $\sum_S(2S+1)$.

This part has proved the decomposition (1): at fixed $N,S,M$ the CSFs span one irreducible representation of $U(n)$, with the same matrices for every $M$. What remains is to find its character and dimension, construct the CSFs explicitly, and apply the result to the Hamiltonian and to linear H$_4$.
